\section*{Sawtooth fields, dipole correction and charge transfer in an insulating slab}

\section{Definitions and conventions}

A neutral slab, periodic in its plane, has surface normal $z$ and surface-cell area $A$. It is repeated along $z$ with period $L$, with vacuum between the copies. The cell is $-L/2<z<L/2$, and its ends lie in vacuum. The applied field is specified by its value $E_0$ in the vacuum, positive along $+z$. Electrons have charge $-e$. Charges are counted in units of $e$, lengths in \AA, potentials in V and energies in eV, so an electron in the potential $\phi$ has potential energy $v=-\phi$. Poisson's equation is
\begin{equation}
\phi''=-C\rho,\qquad C=e/\varepsilon_0=180.95\ \text{V\,\AA},
\end{equation}
where $\rho(z)$ is the planar-averaged charge density.

The scheme is worked out for a model small enough to be written down in full. Each of $N$ atomic layers, $N$ even, carries one orbital per surface cell and a core of charge $+1$. With $n_i$ electrons on layer $i$,
\begin{equation}
q_i=1-n_i,\qquad \sum_i q_i=0,\qquad m=\sum_i q_i z_i .
\end{equation}
The dipole $m$ of a surface cell does not depend on the origin, because the slab is neutral. Each $q_i$ is spread over a Gaussian sheet of width $\sigma$. Neighbouring orbitals are coupled by $-t_i$, with
\begin{equation}
t_i=t_{\rm r}\,e^{-(z_{i+1}-z_i-d_{\rm s})/\lambda},
\end{equation}
which defines the matrix $H_0$. The electrons move in $H=H_0+\mathrm{diag}(v_i)$, where $v_i$ is $-\phi$ averaged over sheet $i$. This is a Hartree mean field, without exchange, correlation or in-plane dispersion. Core repulsion is omitted; at fixed geometry it cancels from field-induced changes of force.

The numbers below use round parameters: alternating spacings $d_{\rm s}=2.2$ and $2.8$~\AA, $A=40$~\AA$^2$, $t_{\rm r}=2.2$~eV, $\lambda=0.75$~\AA\ and $\sigma=0.6$~\AA. The couplings are then $t_1=2.2$ and $t_2=0.9885$~eV. Forty layers, beginning and ending with a strong bond, are 97.2~\AA\ thick and sit in a cell of $L=137.2$~\AA.

\section{What periodicity does to the field}

The naive scheme adds $E_0z$ to the electron energy and solves Poisson's equation periodically. To see what this does, take first the isolated slab without applied field. Its internal field is $C\int_{-\infty}^{z}\rho\,dz'$. The potential step from a point left of the slab to a point $Z$ right of it is
\begin{align}
\Delta\phi&=-C\int^{Z}\!dz\int^{z}\!\rho(z')\,dz'
=-C\int\rho(z')(Z-z')\,dz'\nonumber\\
&=C\int\rho(z')z'\,dz'=\frac{Cm}{A}.
\end{align}
The order of integration was exchanged, and neutrality removed the term in $Z$.

The periodic solution $\phi_{\rm per}$ has the same $\rho$, so it differs from the isolated one by a function with zero second derivative, a straight line. Since $\phi_{\rm per}$ must agree at the two cell ends, the line has to cancel the step:
\begin{equation}
\phi_{\rm per}=\phi_{\rm isolated}-\frac{Cm}{AL}z+\text{const}.
\end{equation}
This slope is a spurious field $+Cm/(AL)$, and the slab feels
\begin{equation}
E_{\rm vac}=E_0+\frac{Cm}{AL}.
\label{eq:spurious}
\end{equation}
The error feeds itself, since a larger field makes a larger dipole. For linear polarization, $m=\alpha E_{\rm vac}$, and \eqref{eq:spurious} gives
\begin{equation}
m=\frac{\alpha E_0}{1-C\alpha/(AL)} .
\end{equation}

At $E_0=0.03$~V/\AA\ the isolated slab has $m=0.4244\,e$\AA, so $C\alpha/A=180.95\times0.4244/(0.03\times40)=64.0$~\AA. The naive scheme should then give $0.4244/(1-64.0/137.2)=0.795\,e$\AA. The self-consistent naive calculation gives 0.796, which is 88\% above the isolated value, with a vacuum field of 0.0563~V/\AA. Adding 80~\AA\ of vacuum still leaves $m=0.602\,e$\AA, 42\% too large. By the linear formula the error relative to the isolated dipole is $a/(L-a)$ with $a=C\alpha/A=64.0$~\AA. It always exceeds $a/L$, and at large $L$ it falls only as $1/L$.

\section{The corrected sawtooth}

The remedy is to restore the lost slope and then apply the field:
\begin{equation}
\phi=\phi_{\rm per}+\Big(\frac{Cm}{AL}-E_0\Big)z,\qquad
v_{\rm saw}(z)=\Big(E_0-\frac{Cm}{AL}\Big)z .
\label{eq:saw}
\end{equation}
Repeated with period $L$, this is a sawtooth that resets at the cell ends. The reset is harmless as long as no charge sits there. The slope contains $m$, so it has to be updated with the density. In the example the potential step is $Cm/A=1.920$~V, and the slope is $0.0300-1.920/137.2=0.0160$~eV/\AA. The dipole is now 0.4244$\,e$\AA\ in both the 137.2 and the 217.2~\AA\ cell.

The sawtooth brings its own danger. For $E_0>0$ the vacuum energy of an electron falls towards $-z$, down to the reset. A state in this vacuum well lies above the bottom of the well, so the well stays empty if its bottom lies above the Fermi level. Extra vacuum lowers the bottom, and the vacuum should therefore be no wider than the decay of the density requires. The present model has no vacuum orbitals and cannot spill in this way; a calculation with plane waves can.

\section{Energy}

The periodic interaction between two sheets follows from $\phi_G=C\rho_G/G^2$. One factor $e^{-G^2\sigma^2/2}$ comes from the sheet that makes the potential, another from averaging over the sheet that feels it:
\begin{equation}
K_{ij}=\frac{2C}{AL}\sum_{G>0}\frac{e^{-G^2\sigma^2}}{G^2}\cos G(z_i-z_j),\qquad G=\frac{2\pi k}{L},
\end{equation}
with $k=1,2,\dots$. The slab's interaction with itself is half of charge times its own potential. The restored slope is part of that potential, so it also carries the half:
\begin{equation}
\frac12\sum_i q_i\Big(\sum_jK_{ij}q_j+\frac{Cm}{AL}z_i\Big)
=\frac12\sum_{ij}q_iK_{ij}q_j+\frac{Cm^2}{2AL}.
\end{equation}
The applied field has external sources, and its energy $-E_0m$ carries no half. With the spin-summed density matrix $P$, a small smearing temperature $T$ and electronic entropy $S$, the free energy per surface cell is
\begin{equation}
\mathcal F=\mathrm{Tr}(PH_0)+\frac12\sum_{ij}q_iK_{ij}q_j+\frac{Cm^2}{2AL}-E_0m-TS .
\label{eq:F}
\end{equation}
The factors can be confirmed by differentiation. Because $\partial q_i/\partial n_i=-1$ and $\partial m/\partial n_i=-z_i$, the electrostatic part gives
\begin{equation}
-\sum_jK_{ij}q_j-\frac{Cm}{AL}z_i+E_0z_i=v_i ,
\end{equation}
the potential energy of \eqref{eq:saw}. Without the half on $m^2$, energy and potential would disagree, and forces derived from one would not belong to the other. If $\mathrm{Tr}(PH_0)$ is obtained from the level sum, it is $\sum_a2f_a\varepsilon_a-\sum_in_iv_i$, with $f_a$ the occupation per spin.

At self-consistency $\mathcal F$ is stationary in $P$ at fixed electron number. Its derivative with respect to $E_0$ is then the explicit one, $d\mathcal F/dE_0=-m$.

In the example the periodic term is 0.0016~eV and the self-dipole term is $1.920\times0.4244/(2\times137.2)=0.0030$~eV. Their sum, 0.0046~eV, is also what direct integration of the isolated-slab Poisson equation gives for this density. The field term is $-0.03\times0.4244=-0.0127$~eV.

\section{Forces}

Stationarity likewise leaves only the explicit dependence of \eqref{eq:F} on $z_i$. The dipole terms contribute
\begin{equation}
-\frac{\partial}{\partial z_i}\Big(\frac{Cm^2}{2AL}-E_0m\Big)
=\Big(E_0-\frac{Cm}{AL}\Big)\frac{\partial m}{\partial z_i}.
\end{equation}
Here the orbitals move with the atoms, so at fixed $P$ the charge $q_i$ is carried along and $\partial m/\partial z_i=q_i$. In a plane-wave basis the electron density is held fixed while the core, of charge $Z_i$, moves; then $\partial m/\partial z_i=Z_i$, and the pull of the electrons on the core enters through the other terms.

The bond energy is $-2\sum_iP_{i,i+1}t_i$. Moving atom $i$ up shortens bond $i$, so $\partial t_i/\partial z_i=t_i/\lambda$. The bond pulls atom $i$ up with $g_i=2P_{i,i+1}t_i/\lambda$ and atom $i+1$ down by the same amount. In total
\begin{equation}
F_i=g_i-g_{i-1}-q_i\sum_j\frac{\partial K_{ij}}{\partial z_i}q_j+q_i\Big(E_0-\frac{Cm}{AL}\Big),
\end{equation}
with $g_0=g_N=0$. Summed over atoms, the bond terms cancel in pairs, the $K$ terms cancel because $\partial K_{ij}/\partial z_i$ is odd in $z_i-z_j$, and the last term vanishes by neutrality. A uniform field does not push a neutral slab.

At $E_0=0.03$~V/\AA\ the atom at the lowest $z$ has $q=-0.00632$. The sawtooth force on it is $-0.00632\times0.0160=-1.0\times10^{-4}$~eV/\AA, and the periodic term is about $10^{-6}$~eV/\AA. The bond force changes by $-2.6\times10^{-4}$~eV/\AA: the field weakens the outermost bond, which pulls this atom inward. The total change, $-3.6\times10^{-4}$~eV/\AA, points out of the slab.

\section{Reaching self-consistency}

The simplest iteration inserts the new potential and repeats. Deep in a thick slab, a uniform input field $\mathcal E$ produces a polarization proportional to $\mathcal E$, and the output field is on average $E_0-X\mathcal E$, where $X$ measures the response to the input field alone. A uniform error is thus reversed and multiplied on average by $X$ in the first cycle, and the iteration diverges if $X>1$. If the self-consistent field were uniform inside the slab, $X$ would equal $\varepsilon_r-1$, with $\varepsilon_r$ the dielectric constant. In fact the field differs between short and long bonds. These local fields lower $\varepsilon_r$, so $X$ is larger than $\varepsilon_r-1$, and $\varepsilon_r>2$ is enough for divergence. The slab here has $\varepsilon_r\approx3$, as found below.

Newton's method uses the response instead. Let $M_{ij}=K_{ij}+Cz_iz_j/(AL)$ and let
\begin{equation}
R_i=E_0z_i-\sum_jM_{ij}q_j-v_i
\end{equation}
be the output minus the input potential. With $\chi_{ij}=\partial n_i/\partial v_j$ and $\delta q=-\delta n$, the residual changes by $\delta R=M\chi\,\delta v-\delta v$. Setting $R+\delta R=0$ gives
\begin{equation}
(1-M\chi)\,\delta v=R .
\end{equation}
First-order perturbation theory gives $\delta\psi_a=\sum_{b\ne a}\psi_b\,\delta v_{ba}/(\varepsilon_a-\varepsilon_b)$. Inserting this in $n_i=2\sum_af_a\psi_{a}(i)^2$ and averaging over the exchange of $a$ and $b$ yields, at fixed Fermi level $\mu$,
\begin{equation}
\chi^{(\mu)}_{ij}=2\sum_{ab}\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}\,\psi_a(i)\psi_b(i)\psi_a(j)\psi_b(j).
\end{equation}
For $a=b$ the ratio becomes $-f_a(1-f_a)/k_BT$, the change of occupation. At small $T$ no more than the highest valence level $\varepsilon_H$ and the lowest conduction level $\varepsilon_L$ are partly filled. Electron number then requires $f_H+f_L=1$, so $\mu=(\varepsilon_H+\varepsilon_L)/2$. Its shift adds $(\partial n_i/\partial\mu)\,[\psi_H(j)^2+\psi_L(j)^2]/2$ to $\chi_{ij}$.

One cycle is therefore:
\begin{enumerate}
\item diagonalize $H_0+\mathrm{diag}(v)$, fill the levels, and form $q$ and $m$;
\item form $R$ with the slope $E_0-Cm/(AL)$, and stop if it is negligible;
\item solve for $\delta v$, and halve the step until $|R|$ decreases.
\end{enumerate}
The halving matters near charge transfer, where a full step can push a level through $\mu$ and move a whole electron pair across the slab. The results here use $k_BT=0.001$~eV.

\section{When the gap closes}

At zero field $v=0$ solves the equations. Reversing the sign of every second orbital turns $H_0$ into $-H_0$, so levels come in pairs $\pm\varepsilon$ with equal densities. The occupied half supplies half of the total weight on each site, hence $n_i=1$ and $q_i=0$.

In a field, let $D=\max v-\min v$ be the internal drop. For any normalized state, $\langle H\rangle$ lies between $\langle H_0\rangle+\min v$ and $\langle H_0\rangle+\max v$. By the min-max principle the same holds for each ordered level. Taking the lowest possible $\varepsilon_L$ and the highest possible $\varepsilon_H$ gives
\begin{equation}
\Delta\equiv\varepsilon_L-\varepsilon_H\ \ge\ \Delta_0-D ,
\end{equation}
where $\Delta_0$ is the zero-field gap. The gap cannot close before the drop reaches $\Delta_0$. Strictly, a chain with nonzero couplings has no degenerate levels, so closure means an avoided crossing. Tunnelling through the slab leaves a minimum gap, about $3\times10^{-5}$~eV for 40 layers in a linear potential, far below the $k_BT$ used here.

Closure is also what starts the transfer. Moving a small charge $x$ from the highest valence to the lowest conduction level changes the mean-field energy by $x\Delta$ to first order, because $\mathcal F$ is stationary in the orbitals. This is a cost while $\Delta>0$. The self-consistent solution is the equilibrium state; it does not say how fast a real slab would reach it by tunnelling. The internal field at closure found below for 40 layers, about 0.035~V/\AA\ or 3.5~MV/cm, is of the order of the breakdown fields of wide-gap semiconductors, and breakdown is outside this model.

A drop equal to the gap is not enough, however. For 40 layers $\Delta_0=2.46$~eV, and the drop reaches this value at $E_0=0.0729$~V/\AA, where a gap of 0.79~eV is still open. Extrapolating the fields at which $\Delta=0.10$ and 0.05~eV linearly to $\Delta=0$ places closure at 0.1014~V/\AA, with $D=3.41$~eV, or $1.39\,\Delta_0$.

The excess is confinement energy. With repeat length $d=5$~\AA\ and $\delta=t_1-t_2$, the bulk bands obey
\begin{equation}
\varepsilon^2=t_1^2+t_2^2+2t_1t_2\cos kd .
\end{equation}
Setting $kd=\pi+\kappa d$ and expanding for small $\kappa$,
\begin{equation}
\varepsilon\approx\pm(\delta+c\kappa^2),\qquad c=\frac{t_1t_2d^2}{2\delta}=22.4\ \text{eV\,\AA}^2 .
\end{equation}
The bulk gap is $2\delta=2.423$~eV. At the low-energy face a conduction electron sees a wall and a uniform slope $s$. With $y$ the distance from the face, its envelope $u$ obeys
\begin{equation}
-cu''+syu=\eta u,\qquad u(0)=0 .
\end{equation}
In units of the length $(c/s)^{1/3}$ this is Airy's equation, and the wall selects $\eta=|a_1|(cs^2)^{1/3}$, where $a_1=-2.338$ is the first zero of the Airy function. The hole at the other face has the same energy. Measured from mid-slab, the electron level is $-D/2+\delta+\eta$ and the hole level is its negative. They meet when
\begin{equation}
D=2\delta+2|a_1|(cs^2)^{1/3}.
\label{eq:airy}
\end{equation}
For thickness $\ell$, $s=D/\ell$, so the excess falls as $\ell^{-2/3}$ to leading order. The statement that transfer starts when the drop exceeds the gap is thus the thick-slab limit of this model, which has two equivalent faces and no surface states. Surface states inside the bulk gap reduce $\Delta_0$, and transfer can then start at a drop smaller than the bulk gap.

Diagonalizing chains in a prescribed linear potential shows the approach. Here $D$ is the closing drop, extrapolated from the gaps 0.10 and 0.05~eV as above, and the last column is the right side of \eqref{eq:airy} evaluated with the slope $s=D/\ell$ of that computed drop, not the solution of \eqref{eq:airy} for $D$:
\begin{center}
\begin{tabular}{rrrr}
layers & $\ell$ (\AA) & $D$ (eV) & Eq.~\eqref{eq:airy} (eV)\\
40 & 97 & 3.39 & 3.83\\
160 & 397 & 2.820 & 2.910\\
640 & 1597 & 2.584 & 2.605\\
2560 & 6397 & 2.488 & 2.493
\end{tabular}
\end{center}
For 2560 layers the Airy estimate of the excess over $2\delta$ is about 7\% above the computed excess; for 40 layers it is 45\% above, and the leading-order law is no more than a guide. Between the last two rows the excess falls with the power $-0.65$. The self-consistent slabs behave alike: going from 40 to 80 layers lowers the critical drop from 3.41 to 3.06~eV.

\section{Beyond closure}

Let $x$ now be the number of electrons moved to the low-energy face, $x=2f_L$. The Fermi function gives $\Delta=2k_BT\ln(2/x-1)$, so $\Delta$ depends on $x$ only logarithmically, and for the $x$ of order $10^{-3}$ in the table the two levels stay 12 to 15 $k_BT$ apart. This sharp pinning is a feature of levels without in-plane dispersion. Two-dimensional bands of equal in-plane mass $m^*$ would instead overlap by $2\pi\hbar^2x/(m^*A)$ at low temperature, about 35~meV for $x=4.9\times10^{-3}$ and $m^*=0.17\,m_e$, the mass implied by $c$. With $E_{\rm c}=0.1014$~V/\AA:
\begin{center}
\begin{tabular}{cccc}
$E_0/E_{\rm c}$ & $D$ (eV) & $\Delta$ (eV) & $x$ ($10^{-3}$)\\
0.80 & 2.74 & 0.567 & 0.00\\
0.90 & 3.07 & 0.285 & 0.00\\
1.05 & 3.41 & 0.015 & 1.33\\
1.10 & 3.42 & 0.013 & 2.53\\
1.20 & 3.45 & 0.012 & 4.93
\end{tabular}
\end{center}
The line through $x$ at 1.05 and 1.10 reaches zero at $1.05-0.05\times1.3345/(2.5327-1.3345)=0.994$, using the unrounded values of $x$, within 1\% of the closing field.

The moved charge screens the interior. By Gauss's law the mid-slab field $\mathcal E$ obeys $\varepsilon_r\mathcal E=E_0-Cx/A$. Let $r=d\mathcal E/dE_0$. With $\varepsilon_r$ taken as constant, $r=1/\varepsilon_r$ before closure. The computed slope between 0.8 and 0.9 of the closing field is $r=0.338$, so $\varepsilon_r\approx3.0$. Differentiating after closure, with $\varepsilon_r$ unchanged,
\begin{equation}
\frac{dx}{dE_0}=\frac AC\Big(1-\frac{r_{\rm after}}{r_{\rm before}}\Big).
\end{equation}
The computed $r_{\rm after}$ is $-0.024$, which gives $0.221\,(1+0.024/0.338)=0.237$ per V/\AA. The occupations themselves rise at 0.237 per V/\AA. These values depend weakly on the smearing: $r_{\rm after}$ is $-0.025$ at $k_BT=0.0005$~eV and $-0.020$ at 0.004~eV, where the rate is 0.234 per V/\AA; the Gauss-law relation holds in each case.

The small negative sign has a reason. Pinning keeps $\varepsilon_L-\varepsilon_H$ nearly fixed, and to first order each level shifts by the change of the potential averaged over its state, so these averaged changes must be nearly equal for the two edge states. These states have finite width, and the outermost layers are not fully screened by them. The field there still grows, as the table shows, since $D$ rises from 3.42 to 3.45~eV although the mid-slab field does not rise, and the mid-slab field must fall slightly to compensate.
